# Time to Saturation Coverage on a Shrinking Via Wall with Conserved Accelerator

## A wall that closes at constant speed

Let a long circular hole of initial radius $R_0$ be plated on its inner wall, so that metal grows inward and the open radius $R(t)$ falls. An accelerator, an additive that speeds up deposition, sits on the wall. It floats on the growing metal and is neither lost nor supplied. Its coverage $\theta$ is the amount per unit area divided by the amount at saturation, and it starts at $\theta_0$, with $0<\theta_0<1$.

Suppose first that the wall moves at a constant speed $v$, whatever the coverage. Then $R=R_0-vt$. A unit length of the hole has wall area $2\pi R$ and carries an amount of accelerator proportional to $2\pi R\theta$. This amount is fixed, so

$$\theta(t)=\frac{\theta_0R_0}{R_0-vt}.$$

The coverage rises because the same accelerator is spread over less wall. It reaches one when $R_0-vt=\theta_0R_0$, that is, at

$$t_s=\frac{(1-\theta_0)R_0}{v}.$$

The hole is then still open, with radius $\theta_0R_0$.

An accelerator that does its work makes the speed depend on coverage. Take the linear law

$$v(\theta)=v_0+(v_1-v_0)\theta ,\qquad v_1\ge v_0>0,$$

where $v_0$ is the speed of the bare wall and $v_1$ that of the saturated wall. The wall now speeds up as it shrinks. With $\kappa=(v_1-v_0)/v_0$, the saturation time becomes

$$\boxed{\,t_s=\frac{R_0}{v_0}\left\{1-\theta_0-\kappa\theta_0\ln\frac{1+\kappa\theta_0}{\theta_0(1+\kappa)}\right\}\,}$$

This holds for a wall that stays circular and uniform along its length, at constant potential and metal-ion concentration, away from the mouth and the bottom of the via. It is not the fill time of the whole via.

## First derivation: counting round the whole wall

Conservation of the total amount per unit length gives

$$\theta R=\theta_0R_0 .$$

Saturation therefore occurs at $R_s=\theta_0R_0$, whatever the speed law. The speed law decides when this radius is reached.

Write $b=(v_1-v_0)\theta_0R_0$. Substituting $\theta=\theta_0R_0/R$ into the speed law gives

$$\frac{dR}{dt}=-\left(v_0+\frac{b}{R}\right)=-\frac{v_0R+b}{R}.$$

The minus sign records that growth reduces the open radius. Separating the variables, and using the sign to exchange the limits,

$$t_s=\int_{R_s}^{R_0}\frac{R\,dR}{v_0R+b}.$$

Since $v_0R=(v_0R+b)-b$, the integrand is

$$\frac{R}{v_0R+b}=\frac1{v_0}\left(1-\frac{b}{v_0R+b}\right).$$

The integral of $1/(v_0R+b)$ is $\ln(v_0R+b)/v_0$, so

$$t_s=\frac1{v_0}\left[R_0-R_s-\frac{b}{v_0}\ln\frac{v_0R_0+b}{v_0R_s+b}\right].$$

Now $b/v_0=\kappa\theta_0R_0$. The numerator of the logarithm is $v_0R_0(1+\kappa\theta_0)$ and the denominator is $v_0\theta_0R_0(1+\kappa)$. Inserting these, with $R_0-R_s=(1-\theta_0)R_0$, gives the boxed result.

**Bounds.** The wall travels a distance $(1-\theta_0)R_0$ at a speed that rises from $v(\theta_0)$ to $v_1$. Hence

$$\frac{(1-\theta_0)R_0}{v_1}\le t_s\le\frac{(1-\theta_0)R_0}{v(\theta_0)} .$$

The upper bound is the time to reach the same radius if the coverage stayed at $\theta_0$.

**Equal speeds.** For $v_1=v_0$ we have $\kappa=0$, the logarithmic term vanishes, and the constant-speed result returns.

**A bare wall that hardly grows.** As $v_0\to0$ at fixed $v_1$, the prefactor $1/v_0$ diverges while the bracket vanishes. The logarithm must be expanded to second order:

$$\ln\frac{1+v_0R_0/b}{1+v_0R_s/b}=\frac{v_0(R_0-R_s)}{b}-\frac{v_0^2(R_0^2-R_s^2)}{2b^2}+O(v_0^3).$$

Multiplied by $b/v_0$, the first term cancels $R_0-R_s$. The second leaves

$$t_s\to\frac{R_0^2-R_s^2}{2b}=\frac{R_0(1-\theta_0^2)}{2v_1\theta_0},$$

because $b\to v_1\theta_0R_0$. In this limit all growth comes from the accelerator, and the time diverges as the dose goes to zero.

**A very small dose.** If instead $\theta_0\to0$ at fixed $v_0>0$, then $\theta_0\ln(1/\theta_0)\to0$ and $t_s\to R_0/v_0$. This is the closing time of a bare wall: the coverage saturates just as the hole disappears.

## Second derivation: following one piece of wall

Consider a short arc of the wall, of length $\ell$ and local radius of curvature $\rho$, seen from the open side as the inside of a curve. Its two ends move along their normals, which meet at the centre of curvature. In a time $dt$ the distance to that centre falls from $\rho$ to $\rho-v\,dt$, and the arc shrinks in proportion:

$$\ell\to\ell\left(1-\frac{v\,dt}{\rho}\right),\qquad \frac{d\ell}{dt}=-\frac{v\ell}{\rho}.$$

If the speeds of the two ends differ slightly, the arc also tilts. This changes its length by a term of order $dt^2$, which does not enter the rate.

Let the arc keep its own accelerator, so that $\theta\ell$ is constant. Differentiating,

$$\ell\frac{d\theta}{dt}+\theta\frac{d\ell}{dt}=0
\quad\Rightarrow\quad
\frac{d\theta}{dt}=\frac{v(\theta)\,\theta}{\rho}.$$

On a circular wall $\rho=R$ and $dR/dt=-v$. Dividing the coverage equation by the radius equation gives $d\theta/dR=-\theta/R$, whose solution is $R=\theta_0R_0/\theta$. The coverage then obeys an equation of its own:

$$\frac{d\theta}{dt}=\frac{\theta^2\,[v_0+(v_1-v_0)\theta]}{\theta_0R_0}.$$

One factor $\theta$ comes from the accelerator present, the second from the tighter curvature, and the bracket from the faster growth.

To integrate, set $v_1-v_0=\kappa v_0$ and write

$$\frac1{\theta^2(1+\kappa\theta)}=\frac{A}{\theta^2}+\frac{B}{\theta}+\frac{C}{1+\kappa\theta}.$$

Multiplying out gives $1=A(1+\kappa\theta)+B\theta(1+\kappa\theta)+C\theta^2$. The constant terms give $A=1$, the terms in $\theta$ give $B=-\kappa$, and the terms in $\theta^2$ give $C=-\kappa B=\kappa^2$. Therefore

$$\int_{\theta_0}^{\theta}\frac{d\theta'}{\theta'^2(1+\kappa\theta')}
=\frac1{\theta_0}-\frac1\theta-\kappa\ln\frac{\theta}{\theta_0}+\kappa\ln\frac{1+\kappa\theta}{1+\kappa\theta_0}.$$

The two logarithms combine into $-\kappa\ln\{\theta(1+\kappa\theta_0)/[\theta_0(1+\kappa\theta)]\}$. Dividing numerator and denominator inside by $\theta\theta_0$, and restoring the factor $\theta_0R_0/v_0$, gives the time to any coverage $\theta\le1$:

$$t(\theta)=\frac{\theta_0R_0}{v_0}\left\{\frac1{\theta_0}-\frac1\theta-\kappa\ln\frac{1/\theta_0+\kappa}{1/\theta+\kappa}\right\}.$$

At $\theta=1$, taking $\theta_0$ inside the brace reproduces the boxed result.

## What each derivation assumes

The first derivation needs the total accelerator round the circumference to be fixed and the coverage to be uniform. Accelerator may move around the circumference, since this leaves the total unchanged. The argument does not ask how a piece of wall deforms.

The second derivation needs each piece of wall to keep its own accelerator, so it excludes transport along the wall. In return, its local equation $d\theta/dt=v\theta/\rho$ also holds on a smooth wall that is not circular. There the first argument does not close: the total gives the mean coverage if the perimeter is known, but the perimeter shrinks at the rate $\int (v/\rho)\,d\ell$, which depends on how speed and curvature are distributed. On a uniform circle no coverage gradient exists to drive transport, and the two arguments agree.

Both exclude burial in the metal, uptake from solution and exchange along the axis. Burial and uptake can be added to the local equation as $-k_b\theta+k_u(1-\theta)$, with rate constants $k_b$ and $k_u$. Then $\theta R$ is no longer constant, and the closed formula does not apply.

## A copper via in numbers

Take a via 200 nm wide and 1000 nm deep, so $R_0=100$ nm, with $\theta_0=0.10$. It is dosed with accelerator beforehand and plated in a copper bath that contains suppressor but no accelerator. Rough typical current densities are $i=1$ mA/cm² for the bare wall and 20 mA/cm² for the saturated one. Each copper atom takes two electrons, so with molar volume $V_m=7.092$ cm³/mol and Faraday constant $F$,

$$v=\frac{iV_m}{2F},\qquad v_0=0.3675\ \text{nm/s},\quad v_1=7.35\ \text{nm/s},\quad \kappa=19 .$$

The logarithm is $\ln(2.9/2.0)=0.3716$, and the brace is $1-0.1-1.9\times0.3716=0.194$. Hence

$$t_s=\frac{100\ \text{nm}}{0.3675\ \text{nm/s}}\times0.194=52.8\ \text{s}=0.88\ \text{min},$$

at an open radius of 10 nm.

As a test that does not use the coverage equation, a ring of 60 markers was moved along its normals, each marker carrying a fixed amount of accelerator. Coverage was computed as amount over local wall length. It reached one at 52.793 s and a radius of 10.000 nm, in agreement with the formula. The ring was perfectly regular, so this test does not show that a wall stays circular. In the local equations without transport along the wall, a small ripple keeps roughly its absolute size: 1 nm, or 1% of $R_0$, is about 9% of the radius at saturation.

The coverage takes 38.2 s to double from 0.1 to 0.2, but 2.0 s to double from 0.5 to 1. This follows from the factor $\theta^2v(\theta)$ in the rate. Without accumulation, the wall would need 84.4 s to reach the same radius. Setting $v_0=0$ at fixed $v_1$ gives 67.3 s, so slow bare growth still matters here. With the other inputs fixed, $\theta_0=0.05$, 0.20 and 0.40 give 85.9, 29.2 and 13.7 s.

If excess accelerator leaves the surface after saturation and the speed stays at $v_1$, the remaining 10 nm closes in $R_s/v_1=1.4$ s, for a total of 54.2 s.

## What the real via changes

**Copper-ion supply.** Let $c$ be the ion concentration at depth $x$, $c_0$ its value at the mouth, $D$ the diffusivity and $L$ the via depth. Take the local growth speed proportional to $c$. In steady state, diffusion into a slice of the hole balances deposition on its wall:

$$\pi R^2D\frac{d^2c}{dx^2}=2\pi R\,\frac{v}{V_m}\frac{c}{c_0}
\quad\Rightarrow\quad
L^2\frac{d^2c}{dx^2}=\phi^2c,\qquad \phi^2=\frac{2vL^2}{V_mc_0DR}.$$

Let the bottom consume ions at the saturated rate, so that $L\,dc/dx=-\beta c$ at $x=L$, with $\beta=v_1L/(V_mc_0D)$. The solution proportional to $\cosh\phi(1-x/L)+(\beta/\phi)\sinh\phi(1-x/L)$ meets this condition. Setting $c=c_0$ at the mouth gives

$$\frac{c(L)}{c_0}=\frac1{\cosh\phi+(\beta/\phi)\sinh\phi}.$$

For rough values $c_0=0.25$ mol/L and $D=5\times10^{-6}$ cm²/s, the foot has 98% of the mouth concentration at the start (99% if the bottom is given its actual starting speed $v(\theta_0)$). At the saturation radius $\phi^2=1.66$, and it has 51%. Reducing the speed by this factor at each radius delays saturation at the foot to 55.9 s, or 5.9% later than the formula.

That delay is longer than the 1.4 s between saturation and closure on a well-supplied wall. The upper wall would therefore close before the foot saturates, which contradicts the uniform radius used in the estimate. In this estimate most of the delay builds up while the open radius is still above 20 nm, although the supply is poorest at the end. The estimate also keeps the full depth $L$, although the bottom rises meanwhile. The 5.9% is a sign that depletion matters; it is not a reliable correction, and it is not a bound.

**Capillarity.** Narrowing the hole by $dr$ removes wall area $2\pi\,dr$ and adds metal volume $2\pi R\,dr$ per unit length. Filling thus releases surface energy $\gamma V_m/R$ per mole. With $\gamma=1.8$ J/m², a rough value for clean copper in vacuum, this is equivalent to 6.6 mV at 10 nm. If the rate follows this shift $\eta$ as $\exp(\alpha F\eta/R_gT)$, with $R_g$ the gas constant, $\alpha=0.5$ and $T=298$ K, the speed there rises by 14%. This rate law is an assumption; an exponent twice as large would give 29%. The next figure uses $\alpha=0.5$. Applied over the whole path, it shortens $t_s$ by 2.4%. Copper covered by electrolyte and additives has a lower surface energy, so these figures are likely overestimates; the shift in millivolts falls in proportion to $\gamma$.

**The rising bottom.** As the bottom rises by $dH$ it sweeps up wall accelerator $2\pi R\theta\,dH=2\pi\theta_0R_0\,dH$, in units of the saturation amount per area. If the bottom keeps all of this and its own initial $\pi R_0^2\theta_0$, its coverage is

$$\theta_b=\frac{\theta_0R_0(R_0+2H)}{R^2},$$

with the speed capped at $v_1$ once this exceeds one. By $t_s$ the bottom has risen 219 nm, or 22% of the depth. The wall formula can describe the part above it only where copper ions are well supplied. In this model the side walls would meet long before the bottom reached the top, so these inputs do not describe a via filled from the bottom up.

**Burial and uptake.** With the other inputs fixed, burial at $k_b=4.0\times10^{-3}$ s⁻¹ lengthens $t_s$ by 10%, while uptake at $k_u=8.2\times10^{-4}$ s⁻¹ shortens it by 10%. Uptake has the stronger effect per unit rate constant because the wall starts nearly empty: at $\theta=0.1$ uptake acts on the free 0.9 of the surface, and burial on the covered 0.1. This ratio of 9 holds only at the start and falls as the coverage rises; the two rate constants above differ by a factor of about 5.

**Beside a production process.** Interconnect copper is commonly plated from a bath that itself contains accelerator, so the assumption of no uptake is the one most directly broken. The rate constant above marks where it moves the result by 10%; faster uptake moves it further. A via dosed beforehand is closer to the model, provided burial is slow. The 200 nm width is large beside the finest vias on advanced chips. At fixed $\theta_0$, $v_0$ and $v_1$ the formula scales $t_s$ in proportion to $R_0$, but the neglected effects do not all scale in the same way. The values behind these estimates are in the numerical output.

## Calculated quantities

```
initial radius R0 = 100 nm, via depth = 1000 nm
initial coverage th0 = 0.10
current density, bare / saturated = 1 / 20 mA/cm2
copper molar mass = 63.546 g/mol
copper density = 8.96 g/cm3
copper molar volume = 7.092 cm3/mol
bare speed v0 = 0.3675 nm/s
saturated speed v1 = 7.3505 nm/s
initial wall speed v(th0) = 1.0658 nm/s
kappa = 19.000
logarithm in t_s = 0.37156
brace in t_s = 0.19403
radius at saturation = 10.00 nm
saturation time t_s, formula = 52.793 s = 0.880 min
saturation time, moving markers = 52.793 s
radius at saturation, moving markers = 10.000 nm
largest relative gap, formula vs time stepping = 4.9e-11
time to coverage 0.2 = 38.21 s, radius 50.0 nm
time to coverage 0.5 = 50.81 s, radius 20.0 nm
lower bound on t_s = 12.24 s
upper bound on t_s (no accumulation) = 84.44 s
t_s if bare wall did not grow (v0 = 0) = 67.34 s
further time to closure = 1.360 s
total closure time = 54.15 s
t_s for th0 = 0.05: 85.86 s
t_s for th0 = 0.20: 29.16 s
t_s for th0 = 0.40: 13.70 s
copper ion concentration = 0.25 mol/L
copper ion diffusivity = 5.0e-06 cm2/s
phi^2 at start / saturation = 0.0240 / 1.6583
beta = 0.00829
foot c/c0 at start = 0.9800
foot c/c0 at saturation = 0.5099
foot c/c0 at saturation, finite volumes = 0.5099
t_s at foot with depletion = 55.92 s (+5.9 %)
surface energy = 1.8 J/m2
transfer coefficient = 0.5, T = 298.15 K
capillary shift at saturation = 6.62 mV
capillary speed factor at saturation = 1.137
t_s with capillarity = 51.51 s (-2.4 %)
height of risen bottom at t_s = 219 nm (22 % of depth)
burial rate that lengthens t_s by 10 % = 4.03e-03 1/s
uptake rate that shortens t_s by 10 % = 8.21e-04 1/s
```
